# Cubic band terms: absent at Gamma, present at a Delta minimum

A valley model that copies the parity of a band at Γ assigns the same energy to displacements \(\mathbf q\) and \(-\mathbf q\) from the minimum. At a Δ minimum this is wrong: the effective masses change along the valley axis at a rate that is not zero at the minimum, and a model with even terms alone makes that rate zero. The opposite mistake is to fit all ten cubic monomials, which lets numerical noise create terms that the crystal forbids. Time reversal settles the first matter and the fourfold axis the second.

## Why a band at Γ has no cubic term

Take one electron without spin in a real, local, periodic potential \(V(\mathbf r)\). For the periodic part \(u\) of a Bloch function the Hamiltonian is

\[
H(\mathbf k)=\frac{(\mathbf p+\hbar\mathbf k)^2}{2m}+V(\mathbf r),\qquad \mathbf p=-i\hbar\nabla .
\]

Complex conjugation changes \(\mathbf p\) into \(-\mathbf p\) and leaves \(V\) alone:

\[
H(\mathbf k)^*=\frac{(-\mathbf p+\hbar\mathbf k)^2}{2m}+V
=\frac{(\mathbf p-\hbar\mathbf k)^2}{2m}+V=H(-\mathbf k).
\]

If \(H(\mathbf k)u=Eu\), then \(H(-\mathbf k)u^*=Eu^*\), because \(E\) is real. The energies at \(\mathbf k\) and \(-\mathbf k\) therefore coincide, level by level:

\[
E(\mathbf k)=E(-\mathbf k).
\]

If the level at Γ is separated from all others, its energy has a Taylor series in \(\mathbf k\). Under \(\mathbf k\to-\mathbf k\) each cubic term changes sign while \(E\) does not, so each cubic coefficient equals its own negative and vanishes. So do the other odd coefficients.

Inversion symmetry was not used. This matters in zincblende, whose spatial operations at Γ permit \(k_xk_yk_z\): its twofold rotations reverse two components, its diagonal mirrors exchange two, and its threefold rotations permute all three. Time reversal removes the term.

Two conditions limit the result. At a degenerate level the set of energies is still even, but there need not be a single Taylor series for each branch. With spin, time reversal also reverses the spin, so without inversion it relates two different spin states at \(\mathbf k\) and \(-\mathbf k\), and odd spin splittings are possible.

## What changes away from Γ

Let \(E_{\mathbf k_0}(\mathbf q)=E(\mathbf k_0+\mathbf q)\). Time reversal gives

\[
E_{\mathbf k_0}(\mathbf q)=E(-\mathbf k_0-\mathbf q)=E_{-\mathbf k_0}(-\mathbf q).
\]

This constrains one valley when \(\mathbf k_0\) and \(-\mathbf k_0\) differ by a reciprocal-lattice vector. The point L has this property, since \(2\mathbf k_L\) is such a vector. There \(E_{\mathbf k_L}(\mathbf q)=E_{\mathbf k_L}(-\mathbf q)\), and a nondegenerate spinless band again has no cubic term. Germanium's conduction minima lie at L; silicon's lie on Δ.

For a Δ minimum \(\mathbf k_0=(0,0,k_0)\) with \(0<k_0<2\pi/a\), the vector \(2\mathbf k_0\) is shorter than \(4\pi/a\), the shortest reciprocal vector along this axis in a face-centred cubic crystal. The two valleys are distinct. Time reversal says that their cubic coefficients are opposite, not that they vanish.

Perturbation theory shows the same difference. Expanding the square in \(H(\mathbf k_0+\mathbf q)\) gives

\[
H(\mathbf k_0+\mathbf q)=H(\mathbf k_0)+W+\frac{\hbar^2q^2}{2m},\qquad
W=\frac{\hbar}{m}\mathbf q\cdot(\mathbf p+\hbar\mathbf k_0).
\]

The last term is a number. It shifts all levels equally and enters the energy at second order only. For the rest, write the state as \(|n\rangle+|1\rangle+|2\rangle+\dots\), with the corrections orthogonal to \(|n\rangle\). The first two orders of the eigenvalue equation are

\[
(E_n-H_0)|1\rangle=(W-W_{nn})|n\rangle,
\]
\[
(E_n-H_0)|2\rangle=(W-W_{nn})|1\rangle-E^{(2)}|n\rangle ,
\]

where \(H_0=H(\mathbf k_0)\). Projecting on states \(a\neq n\) gives

\[
\langle a|1\rangle=\frac{W_{an}}{E_n-E_a},\qquad
\langle a|2\rangle=\sum_{b\ne n}\frac{(W_{ab}-W_{nn}\delta_{ab})W_{bn}}{(E_n-E_a)(E_n-E_b)} .
\]

The third-order equation projected on \(|n\rangle\) gives \(E^{(3)}=\langle n|W|2\rangle\), hence

\[
E^{(3)}=\sum_{a,b\ne n}\frac{W_{na}(W_{ab}-W_{nn}\delta_{ab})W_{bn}}{(E_n-E_a)(E_n-E_b)} .
\]

At Γ the Hamiltonian is real and its eigenfunctions can be chosen real, so the elements of \(\mathbf p=-i\hbar\nabla\) are imaginary. The diagonal element \(W_{nn}\) is also real, by Hermiticity, and so is zero. Each remaining term is a product of three imaginary numbers and is imaginary, while the sum is real. It must vanish.

At \(\mathbf k_0\) in diamond, put the origin at a bond centre. Inversion makes the Fourier coefficients of \(V\) real. The Hamiltonian in plane waves is then real, its eigenvectors can be chosen real, and \(\mathbf p+\hbar\mathbf k_0\) is real and diagonal in that basis. The triple products are real, and the cancellation found at Γ is gone.

## Which monomials the fourfold axis permits

In diamond the fourfold operation about the Δ axis includes a fractional translation. This changes the phase of a Bloch function but not its energy, so the energy has the full fourfold symmetry about \(\mathbf k_0\).

Apply the half turn first: \((q_x,q_y,q_z)\to(-q_x,-q_y,q_z)\). It removes monomials with an odd total power of \(q_x\) and \(q_y\), namely

\[
q_x^3,\;q_x^2q_y,\;q_xq_y^2,\;q_y^3,\;q_xq_z^2,\;q_yq_z^2 .
\]

Four are left: \(q_z^3\), \(q_zq_x^2\), \(q_zq_y^2\) and \(q_xq_yq_z\). The quarter turn \((q_x,q_y)\to(q_y,-q_x)\) reverses \(q_xq_y\), which forbids the last. It exchanges \(q_x^2\) and \(q_y^2\), which makes their coefficients equal. The same reasoning fixes the quadratic part, so to third order

\[
E=E_0+B_t(q_x^2+q_y^2)+B_lq_z^2+C_1q_z^3+C_2q_z(q_x^2+q_y^2),
\]

with \(B_{t,l}=\hbar^2/2m_{t,l}\). A linear term in \(q_z\) is also permitted by symmetry; it is absent because \(\mathbf k_0\) is a minimum.

Both cubic terms are unchanged by \(q_x\to-q_x\) and by \(q_x\leftrightarrow q_y\), so the mirrors containing the axis add nothing at this order. They first matter at fourth order: \(q_xq_y(q_x^2-q_y^2)\) survives the quarter turn, which reverses both factors, but not the mirror \(q_x\to-q_x\). The mirror \(k_z\to-k_z\) carries one valley into the other and sets no condition within either.

Without the fourfold axis, the mirrors do matter:

- The axial mirrors \(q_x\to-q_x\) and \(q_y\to-q_y\) permit \(q_z^3\), \(q_zq_x^2\) and \(q_zq_y^2\), with three independent coefficients.
- The diagonal mirrors permit \(q_z^3\), \(q_z(q_x^2+q_y^2)\) and \(q_xq_yq_z\).

Spinless zincblende looks like the second case but is not. It has a rotation-reflection \((k_x,k_y,k_z)\to(k_y,-k_x,-k_z)\). Followed by the reversal \(\mathbf k\to-\mathbf k\) that time reversal supplies, this becomes \((k_x,k_y,k_z)\to(-k_y,k_x,k_z)\), a quarter turn about the valley axis. The term \(q_xq_yq_z\) stays forbidden.

## What the two coefficients mean

Move the expansion point by \(s\) along the axis, so that \(q_z=s+q_z'\). The terms of second order in the new displacements have the coefficients

\[
B_t(s)=B_t+C_2s,\qquad B_l(s)=B_l+3C_1s,
\]

to first order in \(s\); the factor 3 comes from \((s+q_z')^3=\dots+3s\,q_z'^2+q_z'^3\). Thus \(C_2\) is the slope of the inverse transverse mass along Δ, and \(3C_1\) that of the inverse longitudinal mass, each multiplied by \(\hbar^2/2\).

## How large the terms are

The example is a diamond crystal with a local pseudopotential, \(a=0.54\) nm, and form factors of −2.9, 0.5 and 1.1 eV for reciprocal vectors with \(|\mathbf G|^2=3,8,11\) in units of \((2\pi/a)^2\). These are round numbers in silicon's regime, not a fit. With 137 plane waves the minimum lies at \(k_0=0.852\,(2\pi/a)=9.91\) nm\(^{-1}\), the masses are \(m_l=0.87m\) and \(m_t=0.18m\), and

\[
C_1=0.69\ \text{meV nm}^3,\qquad C_2=-7.3\ \text{meV nm}^3 .
\]

The third-order formula and finite differences of diagonalized energies agree on all ten coefficients within 1% of \(|C_2|\). The opposite valley has −0.69 and +7.3 meV nm\(^3\). A converged plane-wave basis lowers \(C_1\) by about 0.007 and \(|C_2|\) by about 0.02 meV nm\(^3\), so the last digits quoted here and below belong to the 137-wave model.

At 300 K, \(k_BT=25.85\) meV. Choose displacements that carry \(k_BT/2\) of quadratic energy each:

\[
q_l=\sqrt{k_BT/2B_l}=0.542\ \text{nm}^{-1},\qquad
q_t=\sqrt{k_BT/2B_t}=0.249\ \text{nm}^{-1}.
\]

At \((q_t,0,q_l)\) the two cubic energies are

\[
C_1q_l^3=0.688\times0.542^3=0.110\ \text{meV},
\]
\[
C_2q_lq_t^2=-7.26\times0.542\times0.2494^2=-0.245\ \text{meV}.
\]

They partly cancel, leaving −0.135 meV, or 0.5% of the quadratic energy. Half the difference between the diagonalized energies at \((q_t,0,q_l)\) and \((q_t,0,-q_l)\) is −0.133 meV. The remainder of 0.002 meV comes from odd terms of fifth and higher order. Such close agreement is special to this direction: at \((q_t,q_t,q_l)\) the cubic energy is −0.38 meV, but the same half difference of diagonalized energies is −0.63 meV.

The masses show the effect more directly. From \(B=k_BT/2q^2\), \(B_t=208\) and \(B_l=44.0\) meV nm\(^2\). A shift of \(q_l\) towards X changes \(B_t\) by \(-7.26\times0.542/208=-1.9\%\) and \(B_l\) by \(3\times0.688\times0.542/44.0=+2.5\%\). The transverse mass grows and the longitudinal mass falls by about these fractions.

The cubic terms are not the largest correction at this temperature. At \((q_t,q_t,0)\), where they vanish, the energy lies 0.89 meV below the quadratic value, or 3.4% of it. If this is treated as purely quartic, lowering the quadratic energy by a factor \(\lambda^2\) lowers it by \(\lambda^4\) and the cubic energy by \(\lambda^3\). The two are equal at \(\lambda=0.135/0.888=0.15\), that is, near 0.6 meV of quadratic energy. Below that scale the cubic terms dominate in this comparison of two directions; at room temperature the in-plane quartic terms do.

A neighbouring band, 0.55 eV higher at the minimum, meets this one at X, 1.72 nm\(^{-1}\) away. The polynomial should not be carried to that crossing.

## Which averages notice them

To first order in the cubic energy \(E_3\), the density of states of even a single valley is unchanged: its correction is the integral of the odd function \(E_3\) times an even function of \(\mathbf q\). The mean wavevector does respond. For a dilute gas, expanding the Boltzmann factor gives \(\langle q_z\rangle=-\langle q_zE_3\rangle/k_BT\), averaged over the quadratic band. There \(\langle q_z^2\rangle=q_l^2\), \(\langle q_z^4\rangle=3q_l^4\) and \(\langle q_x^2\rangle=\langle q_y^2\rangle=q_t^2\), so

\[
\langle q_z\rangle=-\frac{q_l}{k_BT}\left(3C_1q_l^3+2C_2q_lq_t^2\right)
=-q_l\,\frac{0.329-0.489}{25.85}=0.006\,q_l .
\]

At leading order this is about 0.003 nm\(^{-1}\) towards X, and it is opposite in the opposite valley. It does not give the size of the full shift. The two cubic contributions nearly cancel, and a Boltzmann average over the diagonalized band up to X gives about \(0.03\,q_l\), or 0.017 nm\(^{-1}\), so higher terms dominate this average. The shift carries no current: the mean velocity in equilibrium is the integral of \(\partial E/\partial q_z\) times a function of \(E\), a total derivative that vanishes when the distribution is negligible at the edge of the valley.

## What breaks the pattern

Controls on the model separate the causes. Zincblende is made by adding antisymmetric form factors of 0.6, 0.5 and 0.1 eV for \(|\mathbf G|^2=3,4,11\). At Γ, finite differences for its lowest band give no cubic coefficient above about \(10^{-6}\) meV nm\(^3\). Adding the term \(\alpha\cos(\mathbf G\cdot\mathbf r)\,(a/2\pi)(k_z-i\partial_z)\), with \(\alpha=2\) eV and \(\mathbf G=(2\pi/a)(2,2,0)\), breaks time reversal, and the largest becomes 0.015 meV nm\(^3\).

At the diamond model's \(\mathbf k_0\), zincblende's \(q_xq_yq_z\) coefficient is zero to rounding. It becomes 2.1 meV nm\(^3\) (2.3 with 283 plane waves) when \(\alpha=0.5\) eV and the cosine is replaced by the sum of those for \((2,2,0)\) and \((2,-2,0)\). This choice keeps the rotation-reflection about an atom, so the loss of time reversal is what admits the term.

Strain acts on the fourfold axis itself. With form factors, fractional atomic positions and expansion point held fixed, a 2% stretch of diamond along \(x\) makes the coefficients of \(q_zq_x^2\) and \(q_zq_y^2\) differ by 0.34 meV nm\(^3\), about 5% of \(|C_2|\). This figure is sensitive to the frozen form factors: if they follow the strained \(|\mathbf G|^2\) along a quadratic through the three given values, it falls to about 0.23. An \(xy\) shear with off-diagonal strain 0.01 produces a \(q_xq_yq_z\) coefficient of 78 meV nm\(^3\) (79 with 283 plane waves), over ten times \(|C_2|\). At the same expansion point it also moves \(C_1\) to −3.6 and \(C_2\) to −9.5 meV nm\(^3\).

## Comparison with silicon

Silicon has a lattice constant near 0.54 nm, minima roughly 85% of the way from Γ to X, and masses of roughly 0.9 and 0.2 electron masses, all close to the model. The model's indirect gap of 0.81 eV is low against silicon's rough 1.1 eV. Raising one form factor at a time by 0.1 eV moves \(C_1\) by up to 0.02 and \(C_2\) by up to 0.5 meV nm\(^3\), so the values are estimates for silicon, not predictions. Spin-orbit coupling, nonlocal potentials, phonons and many-body corrections are left out. Strained devices can break the fourfold axis, and the shear result shows that the cubic part may then change by more than its unstrained size. Heavy doping breaks the dilute-gas assumption: when the carrier density approaches the model's effective density of states, \(2.6\times10^{19}\) cm\(^{-3}\) at 300 K, the thermal estimates above need Fermi statistics.

## What to do in practice

1. At Γ or L, for a nondegenerate spinless band, set all cubic coefficients to zero.
2. In an unstrained Δ valley of a nondegenerate spinless band, the cubic part needs \(C_1\) and \(C_2\) only. Fit them at displacements well below the thermal ones. In this model a least-squares fit to points spread uniformly over \(|q_x|,|q_y|\le q_t\) and \(|q_z|\le q_l\) makes \(|C_2|\) about 30% too large, because higher odd terms leak into it. Use \([E(\mathbf k_0+\mathbf q)-E(\mathbf k_0-\mathbf q)]/2\), which removes the even terms. Keep a linear term in \(q_z\) to absorb an error in \(k_0\): a misplacement \(s\) produces \(2B_lsq_z\) at leading order.
3. Measure \(q_z\) outward from Γ in every valley. The same \(C_1\) and \(C_2\) then serve all six, since the sign change between opposite valleys is carried by the direction of the axis.
4. For room-temperature energies in a valley like this one, include the in-plane quartic terms, chiefly \(q_x^2q_y^2\), before or together with the cubic ones. Where all three components of \(\mathbf q\) are thermal, the fifth-order terms are comparable with the cubic part and are needed too. For the change of mass along the axis, the cubic terms are the leading contribution.
5. Under an \(xy\) shear, which keeps the diagonal mirrors of a \(z\) valley, restore \(q_xq_yq_z\), and also the quadratic term \(q_xq_y\), which the lost quarter turn had forbidden. Refit \(C_1\) and \(C_2\) as well, since the shear changes them strongly. Under unequal stretches along \(x\) and \(y\), which keep the axial mirrors, those two terms stay forbidden, but the \(q_x^2\) and \(q_y^2\) terms need separate coefficients at second and third order.

The numerical output below lists the main values for the 137-wave model.

## Numbers as computed

```
Lattice constant: 0.54 nm
Symmetric form factor, shell 3: -2.9 eV
Symmetric form factor, shell 8: 0.5 eV
Symmetric form factor, shell 11: 1.1 eV
Zincblende control form factor, shell 3: 0.6 eV
Zincblende control form factor, shell 4: 0.5 eV
Zincblende control form factor, shell 11: 0.1 eV
Number of plane waves: 137
fourfold axis only: qx**2*qz/2 + qy**2*qz/2, qz**3
axial mirrors only: qx**2*qz, qy**2*qz, qz**3
diagonal mirrors only: qx**2*qz/2 + qy**2*qz/2, qx*qy*qz, qz**3
fourfold axis and mirrors: qx**2*qz/2 + qy**2*qz/2, qz**3
Gamma zincblende largest cubic, k.p: 9.52e-12 meV nm^3
Gamma zincblende largest cubic, differences: 1.37e-06 meV nm^3
Gamma largest cubic with time reversal broken: 1.534e-02 meV nm^3
L conduction largest cubic: 1.01e-11 meV nm^3
Delta minimum k0/(2 pi/a): 0.85197
Delta minimum k0: 9.9131 nm^-1
Indirect gap from Gamma valence top: 0.81237 eV
Longitudinal mass / electron mass: 0.86617
Transverse mass / electron mass: 0.18331
C1, coefficient of qz^3: 0.68752 meV nm^3
C2, coefficient of qz(qx^2+qy^2): -7.2593 meV nm^3
C1 from finite differences: 0.68754 meV nm^3
C2 from finite differences: -7.2593 meV nm^3
Largest forbidden cubic at Delta: 1.25e-11 meV nm^3
C1 at opposite valley: -0.68752 meV nm^3
C2 at opposite valley: 7.2593 meV nm^3
Slope of Bt along Delta: -7.2593 meV nm^3
Slope of Bl along Delta: 2.0626 meV nm^3
Zincblende qx qy qz coefficient at Delta: -5.98e-13 meV nm^3
Same with time reversal broken: 2.12 meV nm^3
Diamond, 2 percent x stretch: qz qx^2 minus qz qy^2 coefficient: -0.34232 meV nm^3
Diamond, xy shear with off-diagonal strain 0.01: qx qy qz coefficient: 77.768 meV nm^3
Temperature: 300 K
Thermal energy kT: 25.852 meV
Thermal longitudinal q: 0.54209 nm^-1
Thermal transverse q: 0.24938 nm^-1
C1 energy at thermal q: 0.10952 meV
C2 energy at thermal q: -0.24474 meV
Total cubic energy at (qt,0,ql): -0.13522 meV
Direct odd energy at (qt,0,ql): -0.13291 meV
Even correction beyond quadratic at (0,0,ql): -0.00041512 meV
Even correction beyond quadratic at (qt,qt,0): -0.88816 meV
Distance from minimum to X: 1.7224 nm^-1
Gap to next band at minimum: 0.55013 eV
Six-valley effective density of states: 2.569e+19 cm^-3
C1 change with larger basis: -6.31e-03 meV nm^3
C2 change with larger basis: 2.05e-02 meV nm^3
Largest C1 change for +0.1 eV in one form factor: 0.017935 meV nm^3
Largest C2 change for +0.1 eV in one form factor: 0.49641 meV nm^3
```
